# Altermagnetic tunnel magnetoresistance from overlap of spin-resolved transmission maps: verification in Python

```python
"""Tunneling magnetoresistance (TMR) of two identical d-wave altermagnets.

Result under test: for conserved transverse momentum q and a thick barrier,
    TMR = (G_P - G_AP)/G_AP = 1/O - 1,
where O is the normalized overlap of the spin-resolved transmission maps
tau_s(q), weighted by exp(-2 kappa d). For uniform transmission this becomes
    TMR = arcsin(beta)/arccos(beta).
Symbols (Hartree atomic units): s = +1, -1 spin; beta altermagnetic anisotropy;
kF Fermi wave number; k_s wave number normal to the layers; kappa decay
constant, kappa^2 = kappa0^2 + mu q^2; mu inverse transverse barrier mass;
d barrier thickness; P, AP parallel and antiparallel Neel vectors.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

KF = 0.3
BARRIER_HEIGHT = 0.1
KAPPA0 = np.sqrt(2 * BARRIER_HEIGHT)
BETA = 0.6
D_REF = 20.0


def normal_k_squared(qx, qy, s, beta=BETA):
    return KF**2 - (1 + s * beta) * qx**2 - (1 - s * beta) * qy**2


def normal_k(qx, qy, s, beta=BETA):
    return np.sqrt(np.maximum(normal_k_squared(qx, qy, s, beta), 0.0))


def decay(qx, qy, mu):
    return np.sqrt(KAPPA0**2 + mu * (qx**2 + qy**2))


def region_integral(func, spins, beta=BETA, n=160):
    """Integral over all q lying inside the projections of all listed spins."""
    x, w = np.polynomial.legendre.leggauss(n)
    t, wt = (x + 1) * np.pi / 4, w * np.pi / 4
    total = 0.0
    for start in (0.0, np.pi / 4):
        phi = (start + (x + 1) * np.pi / 8)[:, None]
        wphi = (w * np.pi / 8)[:, None]
        edges = [KF / np.sqrt(1 + s * beta * np.cos(2 * phi)) for s in spins]
        edge = np.min(np.array(edges), axis=0)
        q = edge * np.sin(t)
        jacobian = q * edge * np.cos(t)
        values = func(q * np.cos(phi), q * np.sin(phi))
        total += 4 * np.sum(wphi * wt * jacobian * values)
    return total


def scaled_transmission(k_left, k_right, kappa, d):
    """Full barrier transmission multiplied by exp(2 kappa0 d)."""
    e = np.exp(-2 * kappa * d)
    denominator = (kappa**2 * (k_left + k_right)**2 * (1 + e)**2
                   + (k_left * k_right - kappa**2)**2 * (1 - e)**2) / 4
    return (4 * k_left * k_right * kappa**2
            * np.exp(-2 * (kappa - KAPPA0) * d) / denominator)


def pair_integral(s_left, s_right, d, mu, beta=BETA, region=None, n=160):
    def integrand(qx, qy):
        return scaled_transmission(normal_k(qx, qy, s_left, beta),
                                   normal_k(qx, qy, s_right, beta),
                                   decay(qx, qy, mu), d)
    return region_integral(integrand, region or (s_left, s_right), beta, n)


def junction(d, mu, beta=BETA, n=160):
    parallel = sum(pair_integral(s, s, d, mu, beta, n=n) for s in (1, -1))
    antiparallel = 2 * pair_integral(1, -1, d, mu, beta, n=n)
    return parallel, antiparallel


def tmr(d, mu, beta=BETA, n=160):
    parallel, antiparallel = junction(d, mu, beta, n)
    return parallel / antiparallel - 1


def area_law(beta):
    return np.arcsin(beta) / np.arccos(beta)


def tau(qx, qy, s, mu):
    k, kappa = normal_k(qx, qy, s), decay(qx, qy, mu)
    return 4 * k * kappa / (k**2 + kappa**2)


def spinor_matching(qx, qy, d, theta):
    """Total transmission at one q from continuity of the spinor and its slope."""
    k = np.sqrt(np.array([normal_k_squared(qx, qy, s) for s in (1, -1)],
                         dtype=complex))
    kappa = decay(qx, qy, 1.0)
    e = np.exp(-kappa * d)
    one, zero, K = np.eye(2), np.zeros((2, 2)), np.diag(k)
    c, s = np.cos(theta / 2), np.sin(theta / 2)
    U = np.array([[c, -s], [s, c]])
    matrix = np.block([[-one, one, e * one, zero],
                       [1j * K, -kappa * one, kappa * e * one, zero],
                       [zero, e * one, one, -U],
                       [zero, -kappa * e * one, kappa * one, -1j * U @ K]])
    source = np.vstack([one, 1j * K, zero, zero])
    t = np.linalg.solve(matrix, source)[6:8]
    is_open = [abs(v.imag) < 1e-14 for v in k]
    return sum(k[j].real / k[i].real * abs(t[j, i])**2
               for i in range(2) for j in range(2) if is_open[i] and is_open[j])


def closed_form(qx, qy, d, orientation):
    kp, km = (normal_k(qx, qy, s) for s in (1, -1))
    kappa = decay(qx, qy, 1.0)
    pairs = [(kp, kp), (km, km)] if orientation == "P" else [(kp, km), (km, kp)]
    return np.exp(-2 * KAPPA0 * d) * sum(
        scaled_transmission(a, b, kappa, d) for a, b in pairs)


# Transmission formula and angular law against direct wave matching.
Q_POINTS = [(0.10, 0.05), (0.20, 0.0), (0.30, 0.0)]
angle = 1.0
for qx, qy in Q_POINTS:
    for d in (3.0, D_REF):
        p, ap = closed_form(qx, qy, d, "P"), closed_form(qx, qy, d, "AP")
        assert np.isclose(spinor_matching(qx, qy, d, 0.0), p, rtol=1e-9, atol=0)
        assert np.isclose(spinor_matching(qx, qy, d, np.pi), ap,
                          rtol=1e-9, atol=1e-12 * p)
    law = p * np.cos(angle / 2)**2 + ap * np.sin(angle / 2)**2
    assert np.isclose(spinor_matching(qx, qy, D_REF, angle), law,
                      rtol=1e-6, atol=0)
qx, qy = Q_POINTS[2]
thin_law = (closed_form(qx, qy, 2.0, "P") + closed_form(qx, qy, 2.0, "AP")) / 2
thin_ratio = spinor_matching(qx, qy, 2.0, np.pi / 2) / thin_law
assert abs(thin_ratio - 1) > 1e-2

# Compensation: spin densities by quadrature against the ellipsoid volume.
densities = [region_integral(lambda x, y, s=s: 2 * normal_k(x, y, s), (s,))
             / (2 * np.pi)**3 for s in (1, -1)]
assert np.allclose(densities, KF**3 / (6 * np.pi**2 * np.sqrt(1 - BETA**2)),
                   rtol=1e-9, atol=0)

# Area of each projection and of the overlap by Cartesian quadrature.
for beta in (0.2, 0.6, 0.9):
    def height(x, s):
        return np.sqrt(max(KF**2 - (1 + s * beta) * x**2, 0) / (1 - s * beta))
    x_max = KF / np.sqrt(1 + beta)
    common = 4 * quad(lambda x: min(height(x, 1), height(x, -1)), 0, x_max,
                      points=[KF / np.sqrt(2)], limit=200)[0]
    single = 4 * quad(lambda x: height(x, 1), 0, x_max, limit=200)[0]
    assert np.isclose(common, 2 * KF**2 * np.arccos(beta) / np.sqrt(1 - beta**2),
                      rtol=1e-6)
    assert np.isclose(single / common - 1, area_law(beta), rtol=1e-5)

# Overlap formula against the full transmission, for two kinds of barrier.
overlaps = {}
for mu in (0.0, 1.0):
    def weighted(s1, s2):
        return region_integral(
            lambda x, y: tau(x, y, s1, mu) * tau(x, y, s2, mu)
            * np.exp(-2 * (decay(x, y, mu) - KAPPA0) * D_REF), (s1, s2))
    overlaps[mu] = weighted(1, -1) / np.sqrt(weighted(1, 1) * weighted(-1, -1))
    assert np.isclose(tmr(D_REF, mu), 1 / overlaps[mu] - 1, rtol=1e-5)
assert np.isclose(tmr(D_REF, 1.0, n=100), tmr(D_REF, 1.0), rtol=1e-5)
assert np.isclose(tmr(20.0, 0.0), tmr(40.0, 0.0), rtol=1e-5)

# Contact without a barrier: unit parallel transmission and a lower bound.
contact_parallel = junction(0.0, 1.0)[0]
assert np.isclose(contact_parallel, 2 * np.pi * KF**2 / np.sqrt(1 - BETA**2),
                  rtol=1e-9)
for beta in (0.2, 0.4, 0.6, 0.8):
    assert tmr(0.0, 1.0, beta) > area_law(beta)

# Thick barrier: remove the first 1/d correction by extrapolation.
slope = (KAPPA0**2 - KF**2) / (2 * KF**2 * (KF**2 + KAPPA0**2))
limits = {}
for mu in (0.5, 1.0):
    limit = 2 * slope**2 * BETA**2 * KAPPA0**2 / mu**2
    numeric = 2 * 3200**2 * tmr(3200.0, mu) - 1600**2 * tmr(1600.0, mu)
    limits[mu] = (limit, numeric)
    if mu == 1.0:
        assert np.isclose(numeric, limit, rtol=0.01)
    else:  # weaker momentum filter, hence larger remaining 1/d^2 terms
        assert np.isclose(numeric, limit, rtol=0.03)

# Fully randomized transverse momentum: product of total spin weights.
totals = [region_integral(
    lambda x, y, s=s: tau(x, y, s, 1.0)
    * np.exp(-(decay(x, y, 1.0) - KAPPA0) * D_REF), (s,)) for s in (1, -1)]
random_tmr = (totals[0]**2 + totals[1]**2) / (2 * totals[0] * totals[1]) - 1
polarization = abs(totals[0] - totals[1]) / sum(totals)
assert abs(random_tmr) < 1e-10 and polarization < 1e-10

# Worked example.
bohr_um = const.physical_constants["Bohr radius"][0] * 1e6
parallel, antiparallel = junction(D_REF, 1.0)
factor = np.exp(-2 * KAPPA0 * D_REF) / (2 * np.pi)**3
g_p, g_ap = parallel * factor, antiparallel * factor
siemens_per_um2 = const.e**2 / const.hbar / bohr_um**2
print(f"Fermi wave number kF = {KF:.3f} bohr^-1")
print(f"Fermi energy = {KF**2 / 2:.4f} hartree")
print(f"barrier height above Fermi energy = {BARRIER_HEIGHT:.3f} hartree")
print(f"decay constant kappa0 = {KAPPA0:.5f} bohr^-1")
print(f"anisotropy beta = {BETA:.2f}; reference thickness = {D_REF:.1f} bohr")
print(f"ellipse semi-axes = {KF / np.sqrt(1 + BETA):.5f}, "
      f"{KF / np.sqrt(1 - BETA):.5f} bohr^-1")
print(f"density per spin = {densities[0]:.6e}, {densities[1]:.6e} bohr^-3")
area = np.pi * KF**2 / np.sqrt(1 - BETA**2)
print(f"area of one projection = {area:.6f} bohr^-2")
print(f"area of overlap = {area / (1 + area_law(BETA)):.6f} bohr^-2")
for qx, qy in Q_POINTS:
    print(f"q=({qx:.2f},{qy:.2f}) bohr^-1: k+={normal_k(qx, qy, 1):.5f}, "
          f"k-={normal_k(qx, qy, -1):.5f}, kappa={decay(qx, qy, 1.0):.5f} bohr^-1")
    print(f"   tau+={tau(qx, qy, 1, 1.0):.5f}, tau-={tau(qx, qy, -1, 1.0):.5f}")
print(f"G_P per area, mu=1 = {g_p:.5e} e^2/(hbar bohr^2)")
print(f"G_AP per area, mu=1 = {g_ap:.5e} e^2/(hbar bohr^2)")
print(f"resistance-area P = {1 / (g_p * siemens_per_um2):.5e} ohm um^2")
print(f"resistance-area AP = {1 / (g_ap * siemens_per_um2):.5e} ohm um^2")
print(f"overlap O, mu=1 = {overlaps[1.0]:.6f}; mu=0 = {overlaps[0.0]:.6f}")
print("TMR against thickness, mu=1, and share from one-spin momenta:")
for d in (10.0, 20.0, 40.0, 80.0):
    p, ap = junction(d, 1.0)
    p_common = sum(pair_integral(s, s, d, 1.0, region=(1, -1)) for s in (1, -1))
    print(f"  d={d:.0f} bohr: TMR={100 * (p / ap - 1):.4f} %, "
          f"share={100 * (p - p_common) / (p - ap):.2f} %")
print("TMR against beta: area law, contact d=0, flat barrier mu=0 at d=20 bohr:")
for beta in (0.2, 0.4, 0.6, 0.8):
    print(f"  beta={beta:.1f}: {100 * area_law(beta):.2f} %, "
          f"{100 * tmr(0.0, 1.0, beta):.2f} %, {100 * tmr(20.0, 0.0, beta):.2f} %")
print(f"thick-barrier coefficient c = {slope:.5f} bohr^2")
for mu, (limit, numeric) in limits.items():
    print(f"d^2 TMR limit, mu={mu:.1f}: formula {limit:.5f}, "
          f"extrapolated {numeric:.5f} bohr^2")
print(f"thick-barrier formula at d=20 bohr, mu=1 = "
      f"{100 * limits[1.0][0] / D_REF**2:.4f} %")
print(f"thin barrier d=2 bohr, q=(0.30,0.00), 90 deg: "
      f"T/cosine law = {thin_ratio:.4f}")
print(f"spin polarization of q-summed weight = {polarization:.6f}")
print(f"TMR with randomized q = {abs(100 * random_tmr):.6f} %")
print("tests ok")
```

Printed output:

```
Fermi wave number kF = 0.300 bohr^-1
Fermi energy = 0.0450 hartree
barrier height above Fermi energy = 0.100 hartree
decay constant kappa0 = 0.44721 bohr^-1
anisotropy beta = 0.60; reference thickness = 20.0 bohr
ellipse semi-axes = 0.23717, 0.47434 bohr^-1
density per spin = 5.699317e-04, 5.699317e-04 bohr^-3
area of one projection = 0.353429 bohr^-2
area of overlap = 0.208641 bohr^-2
q=(0.10,0.05) bohr^-1: k+=0.27019, k-=0.28636, kappa=0.46098 bohr^-1
   tau+=1.74500, tau-=1.79292
q=(0.20,0.00) bohr^-1: k+=0.16125, k-=0.27203, kappa=0.48990 bohr^-1
   tau+=1.18787, tau-=1.69766
q=(0.30,0.00) bohr^-1: k+=0.00000, k-=0.23238, kappa=0.53852 bohr^-1
   tau+=0.00000, tau-=1.45512
G_P per area, mu=1 = 2.76514e-11 e^2/(hbar bohr^2)
G_AP per area, mu=1 = 2.67339e-11 e^2/(hbar bohr^2)
resistance-area P = 4.16046e+05 ohm um^2
resistance-area AP = 4.30324e+05 ohm um^2
overlap O, mu=1 = 0.966819; mu=0 = 0.668592
TMR against thickness, mu=1, and share from one-spin momenta:
  d=10 bohr: TMR=10.8986 %, share=81.44 %
  d=20 bohr: TMR=3.4320 %, share=69.72 %
  d=40 bohr: TMR=0.4573 %, share=41.84 %
  d=80 bohr: TMR=0.0323 %, share=4.20 %
TMR against beta: area law, contact d=0, flat barrier mu=0 at d=20 bohr:
  beta=0.2: 14.70 %, 17.87 %, 6.76 %
  beta=0.4: 35.50 %, 41.42 %, 22.02 %
  beta=0.6: 69.40 %, 78.70 %, 49.57 %
  beta=0.8: 144.10 %, 159.54 %, 112.70 %
thick-barrier coefficient c = 2.10728 bohr^2
d^2 TMR limit, mu=0.5: formula 2.55780, extrapolated 2.55121 bohr^2
d^2 TMR limit, mu=1.0: formula 0.63945, extrapolated 0.63897 bohr^2
thick-barrier formula at d=20 bohr, mu=1 = 0.1599 %
thin barrier d=2 bohr, q=(0.30,0.00), 90 deg: T/cosine law = 1.0593
spin polarization of q-summed weight = 0.000000
TMR with randomized q = 0.000000 %
tests ok
```
